# The compressibility sum rule for the exchange-correlation kernel of the electron gas

The system is a uniform, unpolarized, three-dimensional electron gas at zero temperature, with a rigid positive background that makes it neutral. The algebra is in atomic units. The density is $n$, the volume $V$, and the Fermi wave number $k_F=(3\pi^2n)^{1/3}$. The exchange-correlation (xc) energy per electron is $\varepsilon_{xc}(n)$, and $e_{xc}=n\varepsilon_{xc}$ is the same energy per volume. Primes on energies per volume are derivatives with respect to $n$. All responses are static unless a frequency is written: $\omega=0$ is set first, and $q\to0$ is taken afterwards. Potentials are potential energies of an electron, so a repulsive potential lowers the density and static responses are normally negative.

## (a) The kernel and the response functions

**Problem.** Let $\chi(q)$ be the density response to the external potential and $\chi_0(q)$ that of the non-interacting Kohn-Sham electrons to the Kohn-Sham potential. Express $f_{xc}(q)$, the Fourier transform of $\delta v_{xc}(\mathbf r)/\delta n(\mathbf r')$, through them.

**Solution.** In a uniform gas the kernel depends on $|\mathbf r-\mathbf r'|$ alone, so each Fourier component responds by itself: $\delta v_{xc}(q)=f_{xc}(q)\,\delta n(q)$. The Kohn-Sham potential changes by the external, Hartree and xc parts,

$$\delta v_s=\delta v_{ext}+v(q)\,\delta n+f_{xc}(q)\,\delta n,\qquad v(q)=\frac{4\pi}{q^2}.$$

The interacting and the Kohn-Sham systems have the same density change, so $\delta v_{ext}=\chi^{-1}\delta n$ and $\delta v_s=\chi_0^{-1}\delta n$. Inserting both and dividing by $\delta n$ gives

$$f_{xc}(q)=\chi_0^{-1}(q)-\chi^{-1}(q)-v(q).$$

## (b) A uniform change of density

**Problem.** Find $\int f_{xc}(r)\,d^3r$ from the energy of the uniform gas.

**Solution.** Change the density everywhere by the same small $\delta n$ at fixed volume, and change the background with it. The electron number changes, so $E_{xc}$ is needed for neighbouring numbers. In a large metallic system we take it to be the smooth function $E_{xc}=Ve_{xc}(n)$. Its change is $Ve_{xc}'(n)\,\delta n$. By the definition of the functional derivative, the same change is $\int v_{xc}\,\delta n\,d^3r=Vv_{xc}\,\delta n$, because $v_{xc}$ is constant in a uniform gas. Therefore

$$v_{xc}=e_{xc}'(n).$$

A second uniform change alters this potential by $e_{xc}''\,\delta n$. The definition of the kernel gives the same alteration as

$$\delta v_{xc}(\mathbf r)=\int f_{xc}(|\mathbf r-\mathbf r'|)\,\delta n\,d^3r'=\delta n\int f_{xc}(r)\,d^3r .$$

Comparison yields

$$\int f_{xc}(r)\,d^3r=e_{xc}''(n).$$

## (c) From a uniform change to a long wave

**Problem.** A real perturbation at $q\neq0$ conserves the electron number. Find $\lim_{q\to0}f_{xc}(q)$, and state what must be assumed.

**Solution.** Take $\delta n(\mathbf r)=a\cos(\mathbf q\cdot\mathbf r)$. At the crest $\mathbf r=0$,

$$\delta v_{xc}(0)=a\int f_{xc}(r)\cos(\mathbf q\cdot\mathbf r)\,d^3r=a\,f_{xc}(q).$$

Assume that $f_{xc}(r)$ is absolutely integrable, $\int|f_{xc}(r)|\,d^3r<\infty$. The integrand is then bounded by $|f_{xc}(r)|$ for every $q$, and the limit may be taken under the integral by dominated convergence. The cosine tends to 1, and part (b) gives

$$\boxed{\lim_{q\to0}f_{xc}(q,\omega=0)=\frac{d^2}{dn^2}\bigl[n\,\varepsilon_{xc}(n)\bigr]}$$

Physically, the xc potential at the crest is set by the density within the range of the kernel. When the wavelength is much longer than this range, the neighbourhood looks like a uniform gas of density $n+a$.

Absolute integrability is sufficient but stronger than needed, and at zero temperature it can fail: a sharp Fermi surface allows an oscillating tail $\propto\cos(2k_Fr)/r^3$, for which $\int|f_{xc}|\,d^3r$ diverges logarithmically. Such a tail does no harm. Beyond a radius $R$ it contributes a term proportional to $\int_R^\infty\cos(2k_Fr)\,g(r)\,dr$ with $g=\sin(qr)/(qr^2)$. Since $|g|\le1/r$ and $|dg/dr|\le3/r^2$ for every $q$, one integration by parts leaves an integrand bounded by a constant over $r^2$, and the limit $q\to0$ may again be taken inside. A stronger singularity at $2k_F$, such as the unscreened exchange kernel of part (e) has, multiplies the tail by powers of $\ln r$; the bound then becomes $(\ln r)^m/r^2$, which is still integrable. What is really assumed is that $f_{xc}(q)$ is continuous at $q=0$ with the value found in part (b). This is a physical assumption about a screened metal; it is not proved here. It is also the reason for splitting off the Hartree term first. The Hartree kernel $1/r$ is not integrable over all space, and its transform $4\pi/q^2$ diverges as $q\to0$.

The local density approximation replaces $E_{xc}$ by $\int e_{xc}(n(\mathbf r))\,d^3r$. Two functional derivatives give the kernel $e_{xc}''(n)\,\delta(\mathbf r-\mathbf r')$, whose transform is $e_{xc}''$ at every $q$. With the energy function of the true gas, this approximation therefore has the correct static kernel in the limit $q\to0$, but this argument says nothing about larger $q$. For exchange, part (e) shows a deviation that grows roughly as $q^2$ and reaches about 2% at $q=0.4k_F$.

## (d) Why the rule carries the name of the compressibility

**Problem.** Find the limit of $\chi_0$, and then relate the response to the total electrostatic potential to the compressibility $\kappa$. Does the order of the limits $q\to0$ and $\omega\to0$ matter?

**Solution.** Write $\int_{\mathbf k}=\int d^3k/(2\pi)^3$, $\varepsilon_k=k^2/2$, and $f_k$ for the occupation of one spin state. First-order perturbation theory gives, with a factor 2 for spin,

$$\chi_0(q)=2\int_{\mathbf k}L_{\mathbf k},\qquad L_{\mathbf k}=\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

For $q\to0$ the quotient becomes $df/d\varepsilon=-\delta(\varepsilon-k_F^2/2)$. Since $d\varepsilon=k\,dk$,

$$\chi_0\to-2\,\frac{4\pi k_F^2}{8\pi^3}\,\frac1{k_F}=-\frac{k_F}{\pi^2}.$$

The kinetic energy per volume is $e_s=\tfrac3{10}k_F^2n\propto n^{5/3}$. From $n=k_F^3/(3\pi^2)$ we have $dk_F/dn=\pi^2/k_F^2$. Hence

$$e_s'=\frac53\,\frac{e_s}{n}=\frac{k_F^2}{2},\qquad e_s''=k_F\,\frac{\pi^2}{k_F^2}=\frac{\pi^2}{k_F},\qquad \chi_0\to-\frac1{e_s''}.$$

Now let $u=\delta v_{ext}+v\,\delta n$ be the total electrostatic potential, and define the proper response by $\delta n=\tilde\chi\,u$. Since $\delta v_{ext}=\chi^{-1}\delta n$, we have $\tilde\chi^{-1}=\chi^{-1}+v$. Parts (a) and (c) then give

$$\tilde\chi^{-1}=\chi_0^{-1}-f_{xc}\;\to\;-(e_s''+e_{xc}'')=-e'',\qquad e=e_s+e_{xc}.$$

The chemical potential without the electrostatic energy is $\mu=e'$, so $e''=d\mu/dn$. The pressure belonging to $e$ is

$$P=n^2\frac{d(e/n)}{dn}=ne'-e,\qquad \frac{dP}{dn}=ne''.$$

With $\kappa=n^{-1}\,dn/dP$ this becomes

$$\frac1\kappa=n\frac{dP}{dn}=n^2e'',\qquad \tilde\chi(q\to0)=-n^2\kappa .$$

This $\kappa$ contains kinetic and xc energy but neither the Hartree energy nor that of the background.

The order of limits does matter. At imaginary frequency $i\omega$ the denominator in $\chi_0$ becomes $i\omega+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}$. In the term with $f_{\mathbf k+\mathbf q}$, substitute $\mathbf k\to-\mathbf k-\mathbf q$, which turns $f_{\mathbf k+\mathbf q}$ into $f_{\mathbf k}$ and exchanges the two energies. With $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$,

$$\chi_0(q,i\omega)=2\int_{\mathbf k}f_{\mathbf k}\left[\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}\right]=-4\int_{\mathbf k}f_{\mathbf k}\frac{\Delta}{\omega^2+\Delta^2}.$$

At fixed $\omega$ and $q\to0$, $\Delta^2$ drops out of the denominator. The term $\mathbf k\cdot\mathbf q$ averages to zero, and $2\int_{\mathbf k}f_{\mathbf k}=n$. The result is $\chi_0\to-nq^2/\omega^2$, which vanishes with $q$, whereas the static limit is finite. The electrons then have no time to reach the local equilibrium that a compressibility describes. This shows the dependence on the order for $\chi_0$; the corresponding limit of the kernel is not derived here. The arguments of parts (b) and (c) use ground-state energies, so the sum rule above is a statement about the static kernel.

## (e) The exchange part, found in two ways

**Problem.** Evaluate $e_x''$ from the exchange energy. Then find an expression for the exchange kernel at finite $q$ that does not use the sum rule, and compare.

**Solution.** The exchange energy per volume contains a factor $\tfrac12$ for pairs and 2 for spin:

$$e_x=-\int_{\mathbf k}\int_{\mathbf k'}f_{\mathbf k}f_{\mathbf k'}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}.$$

At fixed $\mathbf p=\mathbf k-\mathbf k'$, the remaining integral is the overlap volume of two spheres of radius $k_F$ whose centres are $p$ apart. The overlap consists of two equal caps. With $x=p/(2k_F)$,

$$\Omega(p)=2\pi\int_{xk_F}^{k_F}(k_F^2-s^2)\,ds=\frac{4\pi}3k_F^3\left(1-\frac{3x}2+\frac{x^3}2\right).$$

The factor $1/p^2$ cancels against the volume element $4\pi p^2dp$. With $dp=2k_F\,dx$ and $\int_0^1(1-\tfrac32x+\tfrac12x^3)\,dx=\tfrac38$,

$$e_x=-\frac{4\pi}{(2\pi)^6}\cdot4\pi\cdot2k_F\cdot\frac{4\pi}3k_F^3\cdot\frac38=-\frac{k_F^4}{4\pi^3}.$$

Using $dk_F/dn=\pi^2/k_F^2$ twice,

$$e_x'=-\frac{k_F^3}{\pi^3}\,\frac{\pi^2}{k_F^2}=-\frac{k_F}\pi,\qquad e_x''=-\frac{\pi}{k_F^2}.$$

For the second way, apply the Kohn-Sham perturbation $2\phi\cos(\mathbf q\cdot\mathbf r)$ and expand the exchange energy of the Kohn-Sham determinant to order $\phi^2$. The first-order density is $2\phi\chi_0\cos(\mathbf q\cdot\mathbf r)$. The second-order density multiplies the constant $v_x$ and integrates to zero, since the electron number is conserved. The square of the cosine averages to $\tfrac12$, so

$$\delta^2E_x=\frac12f_x(2\phi\chi_0)^2\frac V2=V\phi^2\chi_0^2f_x .$$

The same quantity follows from the one-particle density matrix $\rho=\rho_0+\rho_1+\rho_2$ of each spin, since

$$E_x=-\frac12\sum_\sigma\int\!\!\int\frac{|\rho(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

There are two terms of order $\phi^2$.

*The term with $\rho_1$ squared.* First-order perturbation theory gives the momentum matrix element $\phi L_{\mathbf k}$ between $\mathbf k+\mathbf q$ and $\mathbf k$, and the same for the transposed element. Each of the two sets contributes $V\phi^2\int_{\mathbf k}\int_{\mathbf k'}L_{\mathbf k}\,v(\mathbf k-\mathbf k')L_{\mathbf k'}$ to the double integral, and the cross terms vanish by momentum conservation. With the prefactor $-\tfrac12$ and two spins, the vertex part is

$$-2V\phi^2\int_{\mathbf k}\int_{\mathbf k'}L_{\mathbf k}\,v(\mathbf k-\mathbf k')\,L_{\mathbf k'} .$$

*The term with $\rho_0\rho_2$.* It equals $\sum_\sigma\sum_{\mathbf k}\Sigma_{\mathbf k}\,\delta f_{\mathbf k}$, where $\Sigma_{\mathbf k}=-\int_{\mathbf k'}v(\mathbf k-\mathbf k')f_{\mathbf k'}$ is the Fock self-energy. Away from the Fermi surface, the second-order change of occupation comes from the exchange of weight with $\mathbf k\pm\mathbf q$:

$$\delta f_{\mathbf k}=\phi^2\sum_\pm\frac{f_{\mathbf k\pm\mathbf q}-f_{\mathbf k}}{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q})^2}.$$

There is also a change on the Fermi surface itself. The levels shift in second order by an amount that depends on the direction of $\mathbf k$, the chemical potential shifts, and states at $k_F$ are refilled accordingly. The term above only moves weight between states and sums to zero, so at fixed electron number this refilling sums to zero as well. It multiplies the constant $\Sigma_{k_F}$ and therefore adds nothing to the energy. Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the lower-sign term combines the two signs.

Adding both terms and dividing by $V\phi^2$,

$$\chi_0^2f_x=-2\int_{\mathbf k}\frac{(f_{\mathbf k}-f_{\mathbf k+\mathbf q})(\Sigma_{\mathbf k}-\Sigma_{\mathbf k+\mathbf q})}{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})^2}-2\int_{\mathbf k}\int_{\mathbf k'}L_{\mathbf k}\,v(\mathbf k-\mathbf k')L_{\mathbf k'} .$$

No derivative with respect to density appears here. Numerical integration gives, in units of $1/k_F^2$:

| $q/k_F$ | self-energy part of $f_x$ | vertex part of $f_x$ | $f_x$ |
|---|---|---|---|
| 0.4 | 9.993 | −13.206 | −3.2131 |
| 0.2 | 12.016 | −15.175 | −3.1592 |
| 0.1 | 14.145 | −17.291 | −3.1460 |

Each part grows in size as $q$ falls, while the sum settles. Its deviation from $-\pi$ at $q=0.4k_F$ is 4.07 times that at $0.2k_F$, close to the factor 4 of a quadratic correction. Removing such a correction gives $[4f_x(0.1k_F)-f_x(0.2k_F)]/3=-3.1416$, in agreement with $-\pi$. The numerical check thus tests the sum rule itself for exchange. For correlation the rule rests on the argument of parts (b) and (c).

## (f) A numerical example

**Problem.** For a model gas with $n=0.03$ Å$^{-3}$, find $f_{xc}(q\to0)$ and the compressibility relative to that of free electrons. Also write $e_{xc}''$ in terms of the radius $r_s$ defined by $\tfrac{4\pi}3r_s^3n=1$.

**Solution.** Since $n\propto r_s^{-3}$, we have $n\,d/dn=-(r_s/3)\,d/dr_s$. Thus $e_{xc}'=\varepsilon_{xc}-(r_s/3)\,d\varepsilon_{xc}/dr_s$, and a second derivative gives

$$e_{xc}''=-\frac{r_s}{3n}\left[\frac23\frac{d\varepsilon_{xc}}{dr_s}-\frac{r_s}3\frac{d^2\varepsilon_{xc}}{dr_s^2}\right]=\frac{r_s}{9n}\left[r_s\frac{d^2\varepsilon_{xc}}{dr_s^2}-2\frac{d\varepsilon_{xc}}{dr_s}\right].$$

Here $r_s=1.996$ Å (3.77 Bohr radii), $k_F=0.961$ Å$^{-1}$, the Fermi energy is $E_F=3.521$ eV and $\varepsilon_x=-3.305$ eV. From $e_s'=E_F\propto n^{2/3}$ and $e_x\propto n^{4/3}$,

$$e_s''=\frac{2E_F}{3n}=\frac{2\times3.521}{3\times0.03}=78.24\ \text{eV Å}^3,$$

$$f_x=\frac49\,\frac{\varepsilon_x}n=\frac49\times\frac{-3.305}{0.03}=-48.96\ \text{eV Å}^3 .$$

The Perdew-Wang parametrization of the correlation energy used in the program, differentiated twice, gives $f_c=-5.71$ eV Å$^3$. Therefore

$$f_{xc}(q\to0)=-48.96-5.71=-54.67\ \text{eV Å}^3,$$

or $-13.56$ in atomic units. The kernel is negative: xc lowers the energy cost of a density wave. The remaining stiffness is

$$\frac{d\mu}{dn}=78.24-54.67=23.57\ \text{eV Å}^3,\qquad \frac{\kappa}{\kappa_{free}}=\frac{78.24}{23.57}=3.32 .$$

The bulk modulus is $1/\kappa=(0.03)^2\times23.57=0.0212$ eV Å$^{-3}$. At this density xc cancels about 70% of the kinetic stiffness, so $\kappa$ is sensitive to errors in $f_{xc}$. The last digits depend on the fit to the correlation energy: the Perdew-Zunger, Vosko-Wilk-Nusair and Chachiyo forms give $f_c$ between $-5.4$ and $-5.8$ eV Å$^3$ and $\kappa/\kappa_{free}$ between 3.28 and 3.33.

## (g) Screening, and what happens when $\kappa$ turns negative

**Problem.** Find the static dielectric function seen by a classical test charge at small $q$. Does a negative $\kappa$ make the gas unstable against long waves?

**Solution.** A classical test charge feels $u$, which contains no xc potential. From $u=\delta v_{ext}+v\tilde\chi u$,

$$\epsilon(q)=\frac{\delta v_{ext}}u=1-v\tilde\chi\;\to\;1+\frac{k_s^2}{q^2},\qquad k_s^2=\frac{4\pi}{e_s''+e_{xc}''}.$$

Since $1/k_s\propto\sqrt{d\mu/dn}$, xc shortens the screening length from 0.658 Å to $0.658\sqrt{23.57/78.24}=0.361$ Å in the example. Both are shorter than $1/k_F\approx1.04$ Å, so neither should be read as the actual size of the screening cloud around a point charge. They fix the response to potentials that vary slowly on the scale $1/k_F$.

At $q=0.1k_F=0.0961$ Å$^{-1}$ the formula gives $1+1/(0.361\times0.0961)^2\approx832$. A self-consistent density iteration with $\chi_0$ at this finite $q$ and the limiting $f_{xc}$ gives 829.5, lower by 0.3% of the formula's value. This measures the effect of the $q$ dependence of $\chi_0$ alone. That of $f_{xc}$ is left out. Its exchange part alone is of similar size and opposite sign: using $f_x(0.1k_F)=-3.1460/k_F^2$ from the table in part (e) instead of $-\pi/k_F^2$ lowers the stiffness by about 0.3% and brings the value back to about 832. The $q$ dependence of $f_c$ is not evaluated here, so the net effect of the full $f_{xc}(q)$ remains open.

With the same energy functions, $d\mu/dn$ passes through zero and $\kappa$ diverges at $n=0.0111$ Å$^{-3}$, where $r_s=2.78$ Å (5.25 Bohr radii; 5.24 to 5.28 with the other correlation fits named in part (f)). Below this density $\kappa$ is negative, yet $f_{xc}$ stays finite. The response to an external potential obeys

$$\chi^{-1}=\tilde\chi^{-1}-v\;\to\;-\left(e_s''+e_{xc}''+\frac{4\pi}{q^2}\right).$$

At $n=0.005$ Å$^{-3}$ the stiffness is $-48.3$ eV Å$^3$, but $4\pi/q^2$ at $q=0.1k_F$ is about $6.5\times10^4$ eV Å$^3$. The bracket is positive and $\chi$ keeps its normal negative sign. A long density wave costs electrostatic energy because the rigid background cannot follow it, and this cost outweighs the gain from $e''<0$. What becomes negative is $\epsilon(q)$: the induced charge overcompensates the test charge. A negative $\kappa$ therefore does not by itself make the gas unstable at small $q$. This argument does not decide stability at larger $q$, where the limiting form of $f_{xc}$ no longer applies.

## Table of computed values

```
Exchange kernel from first-order response, unit 1/kf^2 (a.u.)
q/kf=0.4: self-energy 9.99288, vertex -13.20596, sum -3.21308
q/kf=0.2: self-energy 12.01579, vertex -15.17494, sum -3.15915
q/kf=0.1: self-energy 14.14472, vertex -17.29068, sum -3.14596
extrapolated to q=0: -3.14157
sum-rule value -pi: -3.14159
deviation at q/kf=0.4 over that at 0.2: 4.072
Worked example
density n: 0.030 1/angstrom^3
r_s: 1.9965 angstrom
r_s in Bohr radii: 3.7728
k_F: 0.9613 1/angstrom
Fermi energy: 3.5206 eV
eps_x: -3.3045 eV
eps_c: -0.8943 eV
f_x(q->0): -48.956 eV angstrom^3
f_x from integrated energy: -48.956 eV angstrom^3
f_c(q->0): -5.710 eV angstrom^3
f_xc(q->0): -54.666 eV angstrom^3
f_xc(q->0) in atomic units: -13.5569 hartree bohr^3
f_xc from r_s form: -54.666 eV angstrom^3
kinetic stiffness e_s'': 78.236 eV angstrom^3
total stiffness dmu/dn: 23.570 eV angstrom^3
bulk modulus 1/kappa: 0.02121 eV/angstrom^3
kappa/kappa_free: 3.3193
screening length without xc: 0.6575 angstrom
screening length with xc: 0.3609 angstrom
dielectric function at q=0.1 k_F, loop: 829.53
dielectric function at q=0.1 k_F, limit form: 831.82
-chi0*e_s'' at q=0.05 k_F, static: 0.99979
chi0/(-n q^2/omega^2), q=0.01 k_F: 0.99994
(imaginary frequency there: 1.0 k_F^2 in a.u.)
kappa diverges at n: 0.01114 1/angstrom^3
kappa diverges at r_s: 2.7779 angstrom
the same r_s in Bohr radii: 5.2495
dilute gas density: 0.005 1/angstrom^3
dilute gas dmu/dn: -48.340 eV angstrom^3
dilute gas 4pi/q^2, q=0.1 k_F: 64659.8 eV angstrom^3
```
